# Debugging a numerical check: Langevin capture of an ion by a polarizable neutral

```python
"""Langevin capture of an ion by a polarizable neutral.

Result under test: for V(r) = -C4/r^4, C4 = alpha q^2 / (2 (4 pi eps0)^2),
the capture rate coefficient is k_L = q/(2 eps0) sqrt(alpha/mu), independent
of relative speed v as long as mu v^2/2 <= C4/R^4.
alpha: SI polarizability, q: ion charge, mu: reduced mass, R: core radius,
b: impact parameter. Capture means that the separation reaches R.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import minimize_scalar

NM = 1e-9
MEV = 1e-3 * const.e
FOUR_PI_EPS0 = 4 * np.pi * const.epsilon_0

# Round model parameters
charge = const.e
ion_mass_u, neutral_mass_u = 20.0, 30.0
ion_mass = ion_mass_u * const.atomic_mass
neutral_mass = neutral_mass_u * const.atomic_mass
volume_nm3 = 0.002
core = 0.3 * NM
gas_temperature, gas_pressure = 300.0, 10.0
example_speed = 600.0

# Derived formulas
alpha = FOUR_PI_EPS0 * volume_nm3 * NM**3
mu = ion_mass * neutral_mass / (ion_mass + neutral_mass)
c4 = alpha * charge**2 / (2 * FOUR_PI_EPS0**2)
k_langevin = charge / (2 * const.epsilon_0) * np.sqrt(alpha / mu)
limit_speed = np.sqrt(2 * c4 / (mu * core**4))


def critical_impact(speed):
    """Largest captured impact parameter, including the core-limited range."""
    energy = 0.5 * mu * speed**2
    orbiting = (4 * c4 / energy) ** 0.25
    core_limited = core * np.sqrt(1 + c4 / (energy * core**4))
    return np.where(speed <= limit_speed, orbiting, core_limited)


# Potential: charges -Q and +Q joined by a spring, with full Coulomb energy.
# A large Q makes the displacement small, which is the point-dipole limit.
def spring_dipole_energy(distance):
    big_charge = 1000 * const.e
    stiffness = big_charge**2 / alpha

    def energy(fraction):
        shift = fraction * distance
        coulomb = -charge * big_charge / FOUR_PI_EPS0 * shift
        coulomb /= distance * (distance - shift)
        return (0.5 * stiffness * shift**2 + coulomb) / MEV

    best = minimize_scalar(energy, bounds=(0, 1e-3), method="bounded",
                           options={"xatol": 1e-10})
    return best.fun * MEV


for distance in (0.5 * NM, 1.0 * NM):
    assert abs(spring_dipole_energy(distance) / (-c4 / distance**4) - 1) < 1e-4
spring_mev = spring_dipole_energy(0.5 * NM) / MEV
formula_mev = -c4 / (0.5 * NM) ** 4 / MEV

# Barrier of the effective potential, located numerically
example_energy = 0.5 * mu * example_speed**2
barriers = []
for b_nm in (0.6, 0.8):
    def negative_effective(r_nm):
        r = r_nm * NM
        return -(example_energy * (b_nm * NM / r) ** 2 - c4 / r**4) / MEV

    top = minimize_scalar(negative_effective, bounds=(0.2, 2.0),
                          method="bounded", options={"xatol": 1e-9})
    radius = np.sqrt(2 * c4 / example_energy) / (b_nm * NM) / NM
    height = example_energy**2 * (b_nm * NM) ** 4 / (4 * c4) / MEV
    assert abs(top.x / radius - 1) < 1e-5
    assert abs(-top.fun / height - 1) < 1e-8
    barriers.append((b_nm, top.x, -top.fun))
assert barriers[0][2] < example_energy / MEV < barriers[1][2]


# Newton's equations for both particles, in nm and ps; neutral starts at rest.
# The potential is -depth (0.5 nm / r)^power.
def is_captured(b_nm, speed, power):
    depth = c4 / (0.5 * NM) ** 4
    ion_scale = depth / ion_mass * 1e-6
    neutral_scale = depth / neutral_mass * 1e-6
    v = speed * 1e-3

    def motion(_, s):
        dx, dy = s[0] - s[2], s[1] - s[3]
        r2 = dx * dx + dy * dy
        pull = power * (0.25 / r2) ** (power / 2) / r2
        a, c = ion_scale * pull, neutral_scale * pull
        return [s[4], s[5], s[6], s[7], -a * dx, -a * dy, c * dx, c * dy]

    def reaches_core(_, s):
        return np.hypot(s[0] - s[2], s[1] - s[3]) - core / NM

    def turns_back(_, s):
        return (s[0] - s[2]) * (s[4] - s[6]) + (s[1] - s[3]) * (s[5] - s[7])

    reaches_core.terminal, reaches_core.direction = True, -1
    turns_back.terminal, turns_back.direction = True, 1
    start = [-30.0, b_nm, 0.0, 0.0, v, 0.0, 0.0, 0.0]
    path = solve_ivp(motion, (0, 1000 / v), start, method="DOP853",
                     rtol=1e-9, atol=1e-10, max_step=0.5 / v,
                     events=(reaches_core, turns_back))
    assert path.status == 1
    return path.t_events[0].size > 0


def trajectory_impact(speed, power=4):
    low, high = 0.0, 2.0
    for _ in range(16):
        middle = 0.5 * (low + high)
        if is_captured(middle, speed, power):
            low = middle
        else:
            high = middle
    return 0.5 * (low + high) * NM


speeds = (300.0, 600.0, 1200.0, 2500.0, 5000.0)
rows = []
for speed in speeds:
    b_path = trajectory_impact(speed)
    b_formula = float(critical_impact(speed))
    k_path = speed * np.pi * b_path**2
    if speed <= limit_speed:
        expected = k_langevin
    else:
        ratio = speed / limit_speed
        expected = k_langevin * 0.5 * (ratio + 1 / ratio)
    # Bisection leaves about 2e-4 relative uncertainty in the rate.
    assert abs(b_path / b_formula - 1) < 5e-4
    assert abs(k_path / expected - 1) < 1e-3
    rows.append((speed, b_path / NM, b_formula / NM, k_path,
                 k_path / k_langevin))

# Speed exponent of the rate for inverse fourth and sixth powers
exponent4 = np.log(rows[2][3] / rows[0][3]) / np.log(speeds[2] / speeds[0])
b6_slow, b6_fast = trajectory_impact(300.0, 6), trajectory_impact(600.0, 6)
exponent6 = 1 + 2 * np.log(b6_fast / b6_slow) / np.log(2)
assert abs(exponent4) < 1e-3
assert abs(exponent6 - (1 - 4 / 6)) < 2e-3


# Thermal average: quadrature against sampling of both particles' velocities
def rate_ratio(speed):
    return speed * np.pi * critical_impact(speed) ** 2 / k_langevin


def thermal_ratio(temperature):
    scale = np.sqrt(2 * const.k * temperature / mu)

    def integrand(x):
        weight = 4 / np.sqrt(np.pi) * x**2 * np.exp(-x**2)
        return weight * float(rate_ratio(x * scale))

    split = limit_speed / scale
    return (quad(integrand, 1e-12, split)[0]
            + quad(integrand, split, split + 10)[0])


rng = np.random.default_rng(7)
thermal = {}
for temperature in (300.0, 3000.0):
    thermal[temperature] = thermal_ratio(temperature)
    ion_v = rng.normal(size=(400000, 3)) * np.sqrt(
        const.k * temperature / ion_mass)
    neutral_v = rng.normal(size=(400000, 3)) * np.sqrt(
        const.k * temperature / neutral_mass)
    sampled = np.mean(rate_ratio(np.linalg.norm(ion_v - neutral_v, axis=1)))
    # Statistical error of the sampled mean is a few parts in 10^4.
    assert abs(sampled - thermal[temperature]) < 2e-3

b_example = float(critical_impact(example_speed))
density = gas_pressure / (const.k * gas_temperature)
frequency = density * k_langevin
wave_number = mu * example_speed * b_example / const.hbar
assert wave_number > 10

print(f"ion mass: {ion_mass_u:.0f} u")
print(f"neutral mass: {neutral_mass_u:.0f} u")
print(f"reduced mass: {mu:.4e} kg")
print(f"polarizability volume: {volume_nm3:.3f} nm^3")
print(f"SI polarizability alpha: {alpha:.4e} C m^2/V")
print(f"C4: {c4:.4e} J m^4")
print(f"V at 0.5 nm, formula: {formula_mev:.3f} meV")
print(f"V at 0.5 nm, spring dipole: {spring_mev:.3f} meV")
print(f"example relative speed: {example_speed:.0f} m/s")
print(f"collision energy: {example_energy / MEV:.3f} meV")
for b_nm, radius, height in barriers:
    print(f"b = {b_nm:.1f} nm: barrier radius {radius:.4f} nm, "
          f"height {height:.3f} meV")
print(f"critical impact parameter: {b_example / NM:.4f} nm")
print(f"orbiting radius: {b_example / np.sqrt(2) / NM:.4f} nm")
print(f"capture cross section: {np.pi * (b_example / NM)**2:.4f} nm^2")
print(f"Langevin rate coefficient: {k_langevin:.4e} m^3/s")
print(f"Langevin rate coefficient: {k_langevin * 1e6:.4e} cm^3/s")
print(f"core radius: {core / NM:.1f} nm")
print(f"well depth at core radius: {c4 / core**4 / MEV:.2f} meV")
print(f"limiting speed: {limit_speed:.1f} m/s")
print("trajectories: speed (m/s), b_path (nm), b_formula (nm), "
      "k_path (m^3/s), k_path/k_L")
for speed, b_path, b_formula, k_path, ratio in rows:
    print(f"  {speed:.0f}  {b_path:.4f}  {b_formula:.4f}  "
          f"{k_path:.4e}  {ratio:.4f}")
print(f"speed exponent of k, r^-4, 300 to 1200 m/s: {exponent4:.4f}")
print(f"speed exponent of k, r^-6, 300 to 600 m/s: {exponent6:.4f}")
for temperature, ratio in thermal.items():
    print(f"thermal k/k_L at {temperature:.0f} K: {ratio:.5f}")
print(f"gas pressure: {gas_pressure:.0f} Pa")
print(f"gas temperature: {gas_temperature:.0f} K")
print(f"neutral density: {density:.4e} m^-3")
print(f"capture frequency per ion: {frequency:.4e} s^-1")
print(f"mean time to capture: {1e6 / frequency:.4f} microseconds")
print(f"mu v b_c / hbar at example speed: {wave_number:.1f}")
print("every check passed")
```

It fails:

```
Traceback (most recent call last):
  File "check.py", line 138, in <module>
    assert abs(b_path / b_formula - 1) < 5e-4
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Likely cause: The fault was in the program's capture detection, not in the physics. Above the limiting speed, a path can enter the core and leave it again within one integration step, so the separation exceeds the core radius at both ends of the step; the solver then saw no core crossing and the path was counted as a miss, which made the critical impact parameter too small. The program now also reads the separation at the turning point and counts the path as captured if that closest approach lies within the core. The formulas, tested quantities and tolerances are unchanged.

Diff:

```diff
@@ -110,5 +110,9 @@
                      events=(reaches_core, turns_back))
     assert path.status == 1
-    return path.t_events[0].size > 0
+    if path.t_events[0].size > 0:
+        return True
+    # A path may enter and leave the core within one step, so the closest
+    # approach, found at the turning point, decides.
+    return reaches_core(0.0, path.y_events[1][0]) <= 0
 
 
```

After the repair:

```
ion mass: 20 u
neutral mass: 30 u
reduced mass: 1.9926e-26 kg
polarizability volume: 0.002 nm^3
SI polarizability alpha: 2.2253e-40 C m^2/V
C4: 2.3071e-58 J m^4
V at 0.5 nm, formula: -23.039 meV
V at 0.5 nm, spring dipole: -23.040 meV
example relative speed: 600 m/s
collision energy: 22.387 meV
b = 0.6 nm: barrier radius 0.5978 nm, height 11.277 meV
b = 0.8 nm: barrier radius 0.4483 nm, height 35.640 meV
critical impact parameter: 0.7122 nm
orbiting radius: 0.5036 nm
capture cross section: 1.5935 nm^2
Langevin rate coefficient: 9.5612e-16 m^3/s
Langevin rate coefficient: 9.5612e-10 cm^3/s
core radius: 0.3 nm
well depth at core radius: 177.77 meV
limiting speed: 1690.8 m/s
trajectories: speed (m/s), b_path (nm), b_formula (nm), k_path (m^3/s), k_path/k_L
  300  1.0072  1.0072  9.5613e-16  1.0000
  600  0.7122  0.7122  9.5611e-16  1.0000
  1200  0.5036  0.5036  9.5616e-16  1.0000
  2500  0.3622  0.3622  1.0302e-15  1.0775
  5000  0.3167  0.3167  1.5755e-15  1.6478
speed exponent of k, r^-4, 300 to 1200 m/s: 0.0000
speed exponent of k, r^-6, 300 to 600 m/s: 0.3333
thermal k/k_L at 300 K: 1.00001
thermal k/k_L at 3000 K: 1.10115
gas pressure: 10 Pa
gas temperature: 300 K
neutral density: 2.4143e+21 m^-3
capture frequency per ion: 2.3084e+06 s^-1
mean time to capture: 0.4332 microseconds
mu v b_c / hbar at example speed: 80.7
every check passed
```
